# The T-Move Energy Bound in Diffusion Monte Carlo with Nonlocal Pseudopotentials, part 3

T-moves in diffusion Monte Carlo replace $H=K+V_{\rm loc}+V$ (kinetic, local, nonlocal) by $H_{\rm eff}=K+V_{\rm loc}+v_{\rm sf}+V^-$. For a real trial function $\psi$ and $W=\psi(x)V(x,x')\psi(x')$, $V^+$ is the part of the symmetric kernel with $W>0$ (violating), $V^-=V-V^+$ (preserving) gives jumps, and $v_{\rm sf}=(V^+\psi)/\psi$. On functions $\phi=\psi f$ vanishing at the nodes, $H_{\rm eff}$ has ground state $\phi_{\rm eff}=\psi f_{\rm eff}$. The locality approximation (energy $E_{\rm LA}$, ground state $\psi f_{\rm LA}$) replaces $V$ by $(V\psi)/\psi$. With $E_L=(H\psi)/\psi$, $\Delta=H_{\rm eff}-H$ and $E_0$ the lowest antisymmetric energy,

$$E_0\;\le\;\frac{\langle\phi_{\rm eff}|H|\phi_{\rm eff}\rangle}{\langle\phi_{\rm eff}|\phi_{\rm eff}\rangle}\;\le\;E_{\rm eff}\;\le\;E_{\rm VMC},\tag{1}$$

$$H_{\rm eff}\psi=(K+V_{\rm loc})\psi+V^+\psi+V^-\psi=H\psi,\tag{6}$$

$$E_{\rm mix}=\frac{\int dx\,\psi\phi_{\rm eff}\,E_L}{\int dx\,\psi\phi_{\rm eff}}=\frac{\langle\phi_{\rm eff}|H_{\rm eff}|\psi\rangle}{\langle\phi_{\rm eff}|\psi\rangle}=E_{\rm eff}.\tag{7}$$

$$\langle\phi|\Delta|\phi\rangle=D^+[f]\equiv\tfrac12\iint dx\,dx'\,W^+(x,x')\,\big[f(x)-f(x')\big]^2\;\ge0.\tag{8}$$

$$E_{\rm eff}-E_0=D^+[f_{\rm eff}]+\big(\langle\phi_{\rm eff}|H|\phi_{\rm eff}\rangle-E_0\big),\tag{11}$$

$$D^-[f_{\rm eff}]\;\le\;E_{\rm eff}-E_{\rm LA}\;\le\;D^-[f_{\rm LA}].\tag{12}$$

$D^-$ is $D^+$ with weight $|W^-|$. The lowest energy $E(\gamma)$ of $H_{\rm eff}+\gamma\Delta$ has $E'(0)=D^+[f_{\rm eff}]$ and

$$E_0\le\langle\phi_{\rm eff}|H|\phi_{\rm eff}\rangle\le E(0)-\frac{E(\gamma)-E(0)}{\gamma}\le E_{\rm eff}\qquad(\gamma>0).\tag{14}$$

A time step $\tau$ has a drift-diffusion move, a weight and a jump. With $\tilde v^-(x',x)=\psi(x')V^-(x',x)/\psi(x)$, $R=-(V^-\psi)/\psi$ and constant $E_T$,

$$T(x',x)=\frac{\delta(x'-x)+\tau\,|\tilde v^-(x',x)|}{1+\tau R(x)},\tag{15}$$

$$e^{-\tau(E_L+R-E_T)}\,(1+\tau R)=e^{-\tau(E_L-E_T)}\,\big[1+O(\tau^2R^2)\big].\tag{16}$$

The one-electron example has $\hbar^2/m=7.620$ eV Å$^2$, $V_{\rm loc}=\tfrac12k|\mathbf r-\mathbf d|^2$, $\hbar\omega=5$ eV, $d=0.8$ Å along $z$, and $\psi=e^{-|\mathbf r-\mathbf d|^2/2\ell^2}$, $\ell=1.2345$ Å, $\beta=d/\ell^2$. The centre at the origin has kernel $g(r)(A_0+3A_1t)$, $t=\Omega\cdot\Omega'$, $A_0=6$ eV ($s$), $A_1=-4$ eV ($p$), $g=e^{-r^2/\sigma^2}$, $\sigma=1.2$ Å; $g=0.4994$ at 1 Å. $V^\pm$ multiplies component $L$ by $gC_L^\pm$: $C_0^+=6.75$, $C_1^+=-3.375$, $C_0^-=-0.75$, $C_1^-=-0.625$, $C_2^\pm=\pm0.4219$ eV. With polar cosine $\mu$ and modified spherical Bessel functions $i_L$,

$$v_{\rm sf}(r,\mu)=g(r)\,e^{-\beta r\mu}\sum_L(2L+1)\,C_L^+\,i_L(\beta r)P_L(\mu),\tag{18}$$

and the members of (1) are now computed by diagonalization.

All operators conserve the angular momentum $m$ about the $z$ axis. The wave function for $m=0$ is expanded as $\sum_Lu_L(r)Y_{L0}/r$ with $L\le14$ on a radial sinc grid of 30 points spaced by 0.25 Å. This discretization reproduces the bare-well energy $\tfrac32\hbar\omega=7.5$ eV within $10^{-7}$ eV, and a finer grid with more channels changes $E_{\rm eff}$ by less than $10^{-6}$ eV. Both are asserted tests. The true Hamiltonian is assembled from analytic angular matrix elements and $H_{\rm eff}$ from (18) by angular quadrature. The lowest $m=0$ level of $H$ is $E_0=8.5093$ eV (0.31271 hartree). The lowest $|m|=1$ level is at 11.975 eV. States with $|m|\ge2$ have no $s$ or $p$ component, feel only the well, and start at $(\tfrac32+2)\hbar\omega=17.5$ eV. So $E_0$ is the ground-state energy. The chain (1) reads

$$8.5093\ \le\ 8.5342\ \le\ 8.5774\ \le\ 8.8803\ \text{eV},$$

with $E_{\rm eff}=8.5774$ eV equal to 0.31521 hartree. Since $\psi$ is an eigenfunction of $K+V_{\rm loc}$, the variational energy is 7.5 eV plus $\langle V\rangle=1.3803$ eV. The variational error is $8.8803-8.5093=0.3710$ eV, and projection with $H_{\rm eff}$ removes $8.8803-8.5774=0.3029$ eV of it, or 82% of that error. The remaining 0.0681 eV divides according to (11) into the penalty $D^+=0.0432$ eV and the error $0.0249$ eV of $\phi_{\rm eff}$ as a trial state for $H$. The penalty was obtained in three ways that agree within the asserted tolerances: as the difference $8.5774-8.5342$, as the double angular integral (8) taken straight from the kernel, and as the slope $E'(0)$ by finite differences. The mixed estimator (7), formed with the matrix of the true $H$, returns 8.5774 eV. At $\gamma=1$ the energy is 8.6091 eV, and the secant bound (14) is $2\times8.5774-8.6091=8.5457$ eV, which lies between $\langle\phi_{\rm eff}|H|\phi_{\rm eff}\rangle$ and $E_{\rm eff}$ and is 0.0364 eV above $E_0$.

In this model $E_{\rm LA}=8.5769$ eV lies 0.0676 eV above $E_0$ and only $8.577434-8.576874=0.00056$ eV below $E_{\rm eff}$. A leading-order estimate accounts for the smallness. Take $\psi$ as spherical within the core and $f=1+\eta(r)\mu$ as a pure dipole. On one sphere, (8) read backwards is the expectation value of $g\,(C_0^+-C_L^+)$ in the $L$ component of $f$. The constant contributes nothing and the dipole contributes in proportion to $C_0^+-C_1^+=10.125$ eV. The same reasoning for $D^-$ gives $|C_0^-|-|C_1^-|=0.125$ eV with the same prefactor. The ratio is 81, and since (12) brackets $E_{\rm eff}-E_{\rm LA}$ by values of $D^-$, it is to be compared with $0.0432/0.00056\approx77$. The estimate neglects the anisotropy of $\psi$ and the higher multipoles of $f$ and is not one of the program's tests. Its content is that the jumps are few and short, so they join points of nearly equal $f$.

Two variants show the general statements at work. A spherical trial function, $\beta=0$, has the same (empty) nodal surface but gives $E_{\rm eff}=8.9116$ eV, which is 0.4023 eV above $E_0$ and higher even than the variational energy of the displaced trial function. The cause can be read from (18). At $\beta=0$ only $L=0$ survives, $v_{\rm sf}=gC_0^+$, and $H_{\rm eff}$ acts on channel $L$ with strength $C_0^++C_L^-$. This is 6 eV for $s$, as it should be, but $6.75-0.625=6.125$ eV for $p$ in place of $-4$ eV, and $6.75-0.42=6.33$ eV for $d$ in place of zero. The effective Hamiltonian is faithful only to the angular shape built into $\psi$ and repels every departure from it. In the second variant the centre is purely attractive, $A_0=-6$ eV and $A_1=0$. Every element is then a jump, and $E_{\rm eff}=E_0=5.7128$ eV, while $E_{\rm LA}=5.6832$ eV falls 0.0297 eV below the exact energy.

The same kernel displays the behaviour near a node. Let the trial function have the angular factor $\mu-\mu_n$ with $\mu_n=0.3$, and let the electron sit at $\mu=\mu_n+\delta$ on the sphere $r=1$ Å, with $\delta$ now a dimensionless distance in $\mu$. The averages over the sphere are $\overline{t}=\overline{\mu'}=0$ and $\overline{t\mu'}=\mu/3$, the latter because the mean of $\Omega'_a\Omega'_b$ is $\delta_{ab}/3$. The localized potential is therefore

$$v_{\rm LA}=\frac{g}{\delta}\int\frac{d\Omega'}{4\pi}\,(A_0+3A_1t)(\mu'-\mu_n)=\frac{g\,(A_1\mu-A_0\mu_n)}{\delta}.$$

As $\delta\to0$ the numerator tends to $0.4994\times(-4\times0.3-6\times0.3)=-1.498$ eV, and the computed values of $\delta\,v_{\rm LA}$ at $\delta=\pm10^{-4}$ are $-1.4983$ and $-1.4979$ eV. The potential diverges to $-\infty$ above the node and to $+\infty$ below it. This occurs whenever $V\psi$ does not vanish on the node. Let $N_+$ and $N_-$ be the integrals of the positive part and of the magnitude of the negative part of the numerator's integrand at the node. Above the node, $v_{\rm sf}=N_+/|\delta|$ and $R=N_-/|\delta|$. Below it, $\psi(x)$ has the other sign and the roles are exchanged. The computed $|\delta|\,v_{\rm sf}$ is 0.3134 eV above and 1.8114 eV below, and the program tests that these products are stable between $|\delta|=10^{-3}$ and $10^{-4}$. From $R=v_{\rm sf}-v_{\rm LA}$, $|\delta|R$ is $0.3134+1.4983=1.8117$ eV above and $1.8114-1.4979=0.3135$ eV below, which shows the exchange. The potential in $H_{\rm eff}$ is repulsive on both sides, and the attractive divergence of the locality approximation has become a diverging jump rate. A walker at small $\delta$ above the node collects, in the locality approximation, the large factor $e^{-\tau v_{\rm LA}}$ for as long as drift and diffusion leave it there. With T-moves the jump probability $\tau R/(1+\tau R)$ tends to one in the same region, so the walker leaves after one step. The merged weight in (16) is inaccurate there because $\tau R$ is large, and the nonlocal part of the unmerged weight, $e^{-\tau v_{\rm sf}}(1+\tau R)$, stays bounded as $\delta\to0$ when both $N_\pm$ are nonzero. That these facts make a simulation more stable is an inference from the scalings, and it is not tested here. The $1/\delta$ divergence of the kinetic part of $E_L$ at an inexact node is present in both schemes.

The fermionic part of the proof and the algorithm are examined in a second model: two spinless fermions on a line of 16 sites with spacing $h=0.5$ Å placed symmetrically about the origin. The kinetic energy is the three-point difference with hopping element $-\hbar^2/2mh^2=-7.620/(2\times0.25)=-15.24$ eV. Each particle feels the same displaced well as before, and the two repel with $4\ \text{eV}/(1+x_{12}^2/\text{Å}^2)^{1/2}$. In one dimension the sphere is the pair of points $\pm x$, and the channels are the even and odd projectors $(1\pm J)/2$, with $J$ the reflection. With strengths $A_e=4$ eV and $A_o=-2$ eV,

$$g\Big[A_e\frac{1+J}{2}+A_o\frac{1-J}{2}\Big]=g\Big[\frac{A_e+A_o}{2}+\frac{A_e-A_o}{2}J\Big]=g\,[1+3J]\ \text{eV}.$$

The first term is local, and the second connects $x_i$ to $-x_i$ with a positive element. The trial function is $(x_1-x_2)\exp\{-[(x_1-d)^2+(x_2-d)^2]/2b^2\}$ with $b=1.4$ Å. Deleting the sites $x_1=x_2$ imposes the nodal condition. A hop between neighbouring sites cannot change the order of the particles without landing on a deleted site, so all kinetic elements are negative between points of equal sign and are sign-preserving, as in the continuum. Reflecting $x_1$ reverses the order exactly when $x_2$ lies between $-x_1$ and $x_1$. The reflection of the outer particle therefore crosses the node and is a jump, and the reflection of the inner particle is violating.

The lowest eigenvalue of $H$ without symmetry restriction is 10.786 eV, and the lowest in an antisymmetric basis is $E_0=14.4807$ eV (0.53216 hartree). $H_{\rm eff}$ is diagonalized on all remaining configurations with no symmetry imposed. Identity (8) combined with the Rayleigh–Ritz principle over all functions places its ground state only above 10.786 eV. For these parameters, however, the node-crossing elements are positive, and the lowest state of $H$ among functions that vanish at $x_1=x_2$ is already the antisymmetric one (this is not one of the program's tests). Identity (8) on the admissible space then gives $E_{\rm eff}\ge E_0$ by itself, so the model illustrates the sign and antisymmetry of $\phi_{\rm eff}$ but does not need them for the bound. They are needed when the crossing elements are negative, for then a symmetric function vanishing at $x_1=x_2$ can lie below $E_0$. In one dimension every antisymmetric function vanishes at $x_1=x_2$, so the imposed node is also a node of the exact state and deleting those sites costs no energy. Because $H$ has violating elements, the exact state can still change sign elsewhere, and here it does so in the far tails, with negligible weight. The program confirms that the ground state of $H_{\rm eff}$ has the sign of $\psi$ at every site and is antisymmetric, and the chain (1) is

$$14.4807\ \le\ 14.4855\ \le\ 14.4942\ \le\ 14.7938\ \text{eV},$$

with $E_{\rm eff}$ equal to 0.53265 hartree. The error $E_{\rm eff}-E_0=0.0135$ eV consists of the penalty $14.49424-14.48547=0.0088$ eV and the remainder 0.0048 eV. The locality approximation gives 14.4909 eV, which is 0.0034 eV below $E_{\rm eff}$ and in this case above $E_0$.

On the lattice the step is a product of three matrices. Let $\kappa(x',x)=-\psi(x')K(x',x)/\psi(x)\ge0$ for $x'\ne x$, with column sum $R_K(x)$. The kinetic move is $P(x',x)=\delta_{x'x}[1-\tau R_K(x)]+\tau\kappa(x',x)$, the weight is the diagonal matrix $e^{-\tau(E_L-E_T)}$, and the jump is (15). To first order,

$$T\,e^{-\tau(E_L-E_T)}P=1+\tau\big[\kappa+|\tilde v^-|-R_K-R-E_L+E_T\big]+O(\tau^2),$$

where the first two terms in the bracket are off-diagonal and the rest diagonal. By (6) and the symmetry of the matrices, $E_L(x)=\sum_{x'}\psi(x')H_{\rm eff}(x',x)/\psi(x)=H_{\rm eff}(x,x)-R_K-R$, so the diagonal part is $-H_{\rm eff}(x,x)+E_T$, the off-diagonal part is $-\psi(x')H_{\rm eff}(x',x)/\psi(x)$, and the step is $1-\tau(\psi H_{\rm eff}\psi^{-1}-E_T)+O(\tau^2)$. The leading eigenvector of the exact step matrix is the stationary density of an infinite population. The average of $E_L$ over it is 14.49416 eV at $\tau=2\times10^{-4}$ eV$^{-1}$ and 14.49420 eV at $10^{-4}$ eV$^{-1}$. The linear extrapolation $2\times14.49420-14.49416=14.49424$ eV reproduces $E_{\rm eff}$ within the asserted $10^{-4}$ eV, a tolerance far smaller than the distance to $E_{\rm LA}$. The time-step error is negative in this model. At $\tau=0.004$ eV$^{-1}$ the step matrix gives 14.49259 eV, which is $14.49424-14.49259=0.00165$ eV below $E_{\rm eff}$. The error at $10^{-4}$ eV$^{-1}$ is $4\times10^{-5}$ eV, known from the printed digits to one figure only, so the ratio of roughly forty is consistent with a linear dependence on $\tau$. The estimate remains above $E_0$ here because the error is small against 0.0135 eV, but nothing in the proof guarantees this at finite $\tau$.

A simulation with 4000 walkers at $\tau=0.004$ eV$^{-1}$, averaged over 5400 steps after 600 of equilibration, gives $14.4964\pm0.0030$ eV. It differs from the step-matrix value by 0.0038 eV, or 1.3 standard errors, and lies 0.30 eV below $E_{\rm VMC}$. A fraction 0.00092 of the walkers jump per step, a mean rate of $0.00092/0.004=0.23$ eV. The statistical error is nearly as large as the gap of 0.0034 eV between $E_{\rm eff}$ and $E_{\rm LA}$, so this run confirms the sampling of the step but cannot tell the two schemes apart. That distinction rests on the step matrix, which has no statistical error. The program that produced these numbers and its output are printed below.

## Table of computed values

```
random 8x8: E_LA < E0 in 194 of 300 draws
random 8x8: error ratio on halving trial error = 3.998
hbar^2/m = 7.6200 eV A^2; hartree = 27.2114 eV
A: hw = 5.0 eV, d = 0.8 A, sigma = 1.2 A, A0 = 6.0 eV, A1 = -4.0 eV
A: l = 1.2345 A, k = 3.2809 eV/A^2, beta = 0.5249 1/A, t0 = 0.500
A: grid h = 0.25 A, 30 points, L <= 14
A: C+_L, L=0..3 = [ 6.75   -3.375   0.4219  0.2109] eV
A: C-_L, L=0..3 = [-0.75   -0.625  -0.4219 -0.2109] eV
A: bare well = 7.500000 eV
A: E0 (m=0) = 8.509313 eV
A: lowest m=1 = 11.974982 eV
A: E_LA = 8.576874 eV
A: <phi_eff|H|phi_eff> = 8.534238 eV
A: E_eff = 8.577434 eV
A: mixed estimator = 8.577434 eV
A: E_eff finer grid = 8.577434 eV
A: E_VMC = 8.880346 eV
A: penalty integral = 0.043197 eV
A: dE/dgamma = 0.043197 eV
A: E(gamma=1) = 8.609133 eV
A: E_eff, beta=0 = 8.911608 eV
A: E0 = 0.312711 Ha, E_eff = 0.315215 Ha
A: E_eff-E0 = 0.068122, <H>-E0 = 0.024925, E_LA-E0 = 0.067561 eV
A attractive (A0 = -6.0 eV, A1 = 0): E0 = 5.712829, E_eff = 5.712829 eV
A attractive: E_LA = 5.683174 eV, E_LA-E0 = -0.029655 eV
A at r = 1.0 A, mu = 0.5: g = 0.4994, v_sf = 2.3613 eV, R = 0.3640 eV
A rotated 6-point rule: 2.3614 +- 0.0004 eV, spread 0.0850 eV
node mu=0.3, |delta|=1e-4: delta*v_LA = -1.4983, -1.4979 eV
node: |delta|*v_sf = 0.3134 (above), 1.8114 (below) eV
B: N = 16, h = 0.5 A, hop = 15.2399 eV, A_even = 4.0 eV, A_odd = -2.0 eV
B: repulsion 4.0 eV/sqrt(1+x12^2/A^2), trial width b = 1.4 A; hw, d, sigma as in A
B: unrestricted lowest = 10.78649 eV
B: E0 fermionic = 14.48070 eV
B: E_LA = 14.49086 eV
B: <phi_eff|H|phi_eff> = 14.48547 eV
B: E_eff = 14.49424 eV
B: E_VMC = 14.79375 eV
B: E_eff-E0 = 0.01354 eV
B: step matrix tau=2e-4/eV = 14.49416 eV
B: step matrix tau=1e-4/eV = 14.49420 eV
B: extrapolated tau=0 = 14.49424 eV
B: step matrix tau=0.004/eV = 14.49259 eV
B: E0 = 0.532156 Ha, E_eff = 0.532654 Ha
B: 4000 walkers, 5400 steps after 600: E = 14.4964 +- 0.0030 eV
B: T-move fraction per step = 0.00092
```
